# Steady chip temperature maps from cosine transforms and layer transfer matrices

## What goes wrong with the direct scheme

A power map is given on pixels, and the package consists of uniform layers. It is tempting to take the cosine transform of the map, multiply each coefficient by the thermal impedance of the cosine with the same index, and transform back. The layers need no mesh, since each cosine passes through them by a two-by-two matrix.

Two things stand in the way. First, the answer depends on the pixels. The scheme returns values at pixel centres for an interpolated source, not pixel means for the given source. In the example below, the map on pixels twice as wide differs from the block averages of the finer map by up to 0.20 K, whereas pixel means must agree. Exact centre temperatures show nearly the same gap, 0.19 K, so this number mainly says that centre values are not means. Second, the matrices contain hyperbolic functions whose argument grows with wavenumber times thickness. Curing the first fault takes modes finer than the pixels, and with them the argument reaches 2526 in the example, while the exponential overflows in double precision at 709.8.

Both faults can be removed without meshing a layer. The first needs a correct account of what a pixel means, the second a better variable than the matrix elements.

## The model and its modes

The stack is a rectangle $0<x<L_x$, $0<y<L_y$ with insulated side walls. Every layer covers the full rectangle and has thickness $d$, in-plane conductivity $k_{xy}$ and through-plane conductivity $k_z$, all constant. An interface may have an areal resistance $R$. The two outer faces lose heat to one common ambient through coefficients $h_{up}$ and $h_{down}$, not both zero. Heat is released in one plane between layers, with flux $f(x,y)$. $T$ denotes the steady rise above ambient.

Insulated walls require zero normal derivative, which selects the products $\cos(M\pi x/L_x)\cos(M'\pi y/L_y)$ with $M,M'=0,1,2,\dots$ Let $\theta(z)$ be the amplitude of one product, $z$ the distance outward from the heat plane on either side, and $q=-k_z\,d\theta/dz$ the outward flux amplitude. The lateral Laplacian multiplies the product by $-\kappa^2$, where

$$\kappa^2=(M\pi/L_x)^2+(M'\pi/L_y)^2 .$$

Heat conservation inside a layer then reads

$$\frac{dq}{dz}=-k_{xy}\kappa^2\theta .$$

The outward flux falls because heat also runs sideways, from the warm to the cool half-waves. Uniform layers do not mix the modes.

## Carrying the admittance, not the matrix

Inserting $q=-k_z\theta'$ gives $\theta''=\gamma^2\theta$ with $\gamma=\kappa\sqrt{k_{xy}/k_z}$. Let $s$ be the distance inward from the outer face of a layer, so that $q=+k_z\,d\theta/ds$. The solution with values $\theta_{out},q_{out}$ at $s=0$ is, with $Y_0=k_z\gamma$,

$$\theta=\theta_{out}\cosh\gamma s+\frac{q_{out}}{Y_0}\sinh\gamma s,\qquad q=Y_0\theta_{out}\sinh\gamma s+q_{out}\cosh\gamma s .$$

At $s=d$ this is the layer's transfer matrix, from outer to inner face. An interface has continuous flux and a temperature drop, $\theta_{in}=\theta_{out}+Rq$.

Marching inward from an outer face adds positive terms, so its weakness is overflow. Marching outward from the heat plane uses the inverse matrix, whose off-diagonal terms are negative. A decaying solution is then a small difference of large numbers, and a relative rounding error $\varepsilon$ can leave an error of order $\varepsilon e^{\gamma d}/2$. In a dimensionless test stack at $\kappa=40$ the true ratio of face to source temperature is $4.5\times10^{-31}$; outward marching returned zero. The large terms had rounded to equal numbers, and every digit was lost.

The source plane needs the ratio $Y=q/\theta$ alone, the outward admittance. Dividing the second layer equation by the first, and then numerator and denominator by $\theta_{out}\cosh\gamma d$, gives

$$Y_{in}=\frac{Y_{out}+Y_0\tanh\gamma d}{1+Y_{out}\tanh(\gamma d)/Y_0},\qquad Y_{in}=\frac{Y_{out}}{1+RY_{out}}\ \text{(interface)} .$$

The recursion starts from $Y=h$ at the outer face. Nothing in it grows exponentially. The temperature ratio across a layer follows from the first layer equation:

$$\frac{\theta_{out}}{\theta_{in}}=\frac{1}{\cosh\gamma d}\;\frac{1}{1+Y_{out}\tanh(\gamma d)/Y_0},\qquad \frac1{\cosh\gamma d}=\frac{2e^{-\gamma d}}{1+e^{-2\gamma d}} .$$

Across an interface the ratio is $1/(1+RY_{out})$. All these ratios are positive and at most 1, and at large $\gamma d$ the ratio across a layer merely underflows to zero. Against high-precision matrix exponentials of the mode equations, the recursion agreed to a relative $10^{-15}$.

Two limits show its content. For $\kappa\to0$, $\tanh(\gamma d)/Y_0\to d/k_z$ and $Y_0\tanh\gamma d\to0$, so $1/Y_{in}=1/Y_{out}+d/k_z$: resistances in series. For $\gamma d\gg1$, $Y_{in}\to Y_0=\kappa\sqrt{k_{xy}k_z}$: the mode dies out within the layer and does not see what lies beyond.

At the heat plane $\theta$ is common to both sides and the released flux divides, $f=(Y_{up}+Y_{down})\theta$. The modal impedance is therefore

$$G(\kappa)=\frac{1}{Y_{up}(\kappa)+Y_{down}(\kappa)} .$$

If both $h$ vanished, $G(0)$ would be infinite, because net heat would have no way out and no steady state would exist.

## What a pixel does to a cosine

The direct scheme multiplies transform coefficient $(m,n)$ by $G(\kappa_{mn})$. This solves a different problem: the source is a finite sum of cosines that passes through the pixel values at the pixel centres, and the temperature is read at those centres. Between the centres this source is not the given one, and it changes when the pixels change.

Let the flux instead be constant on each pixel, and let the wanted quantity be the mean temperature of each pixel. Take one lateral direction first, with $N$ pixels of width $\Delta=L/N$ and centres $x_j=(j+\tfrac12)\Delta$, $j=0,\dots,N-1$. The mean of a cosine over a pixel is

$$\frac1\Delta\int_{x_j-\Delta/2}^{x_j+\Delta/2}\cos\frac{M\pi x}{L}\,dx=s_M\cos\frac{M\pi(j+\frac12)}{N},\qquad s_M=\mathrm{sinc}\frac{M}{2N},$$

with $\mathrm{sinc}\,u=\sin(\pi u)/(\pi u)$. Write $c_M(j)$ for the cosine on the right. The cosine-series coefficient of the source is $(\epsilon_M/L)\int f\cos(M\pi x/L)\,dx$, with $\epsilon_0=1$ and $\epsilon_M=2$ otherwise. By the pixel integral it equals $(\epsilon_M/N)\,s_M\sum_j f_jc_M(j)$. Multiplying by $G_M$ and averaging over pixel $i$ brings a second factor $s_M$:

$$\bar T_i=\sum_{M=0}^{\infty}\frac{\epsilon_M}{N}\,s_M^2\,G_M\,c_M(i)\sum_j c_M(j)f_j .$$

The sum runs over infinitely many modes, but the pixels can distinguish $N$ of them. For $M=|m+2Np|$ with integer $p$,

$$c_M(j)=\cos\!\Big(\frac{m\pi(j+\frac12)}{N}+2\pi pj+\pi p\Big)=(-1)^p\,c_m(j).$$

The sign appears once for the source and once for the observation, so it cancels. It remains to sort the modes:

- Each $M$ that is not a multiple of $N$ belongs to one $m$ with $0<m<N$ and one $p$, and has $\epsilon_M=2=\epsilon_m$.
- If $M$ is an odd multiple of $N$, then $c_M(j)=0$ at every centre.
- If $M$ is a nonzero even multiple of $N$, then $s_M=0$.

So $m=0$ receives $M=0$ alone. With $\phi_m(j)=\sqrt{\epsilon_m/N}\,c_m(j)$,

$$\bar T_i=\sum_{m=0}^{N-1}\phi_m(i)\,\Lambda_m\sum_j\phi_m(j)f_j,\qquad \Lambda_m=\sum_{p}w_p\,G_{|m+2Np|},\quad w_p=\mathrm{sinc}^2\!\Big(\frac{m}{2N}+p\Big).$$

The weights sum to one. The function $e^{2\pi iau}$ on $-\tfrac12<u<\tfrac12$ has unit norm and Fourier coefficients $\mathrm{sinc}(a-p)$, so Parseval's theorem gives $\sum_p\mathrm{sinc}^2(a-p)=1$; replacing $p$ by $-p$ gives the sum needed.

The $\phi_m$ are the vectors of the orthonormal DCT-II. Their orthonormality follows from the formula itself. Setting $G=1$ for every mode reproduces the source, so $\bar T_i=f_i$, while $\Lambda_m=1$. Hence $\sum_m\phi_m(i)\phi_m(j)=\delta_{ij}$, and the square matrix $\phi$ is orthogonal.

In two directions the pixel factors multiply, but $G$ depends on both indices together, so the sum stays double:

$$\bar T=\mathrm{IDCT}\,[\Lambda\cdot\mathrm{DCT}(f)],\qquad \Lambda_{mn}=\sum_{p,r}w_p\,w_r\,G(\kappa_{m+2N_xp,\;n+2N_yr}),$$

where $w_r$ is built from $n$ and $N_y$. Within the stated model this is exact for pixel means. It does not give the maximum inside a pixel. The top-face map follows by inserting into the sum, beside $G$, the product of the ratios $\theta_{out}/\theta_{in}$ up to that face.

## Cutting the sum with a guarantee

In practice $|p|,|r|\le P$. The omitted part can be bounded because $G$ decreases with $\kappa$. To see this, consider all profiles $\theta(z)$ with value 1 at the heat plane, with jumps $[\theta]$ allowed at resistive interfaces, and the functional

$$J_\kappa[\theta]=\int\big(k_z\theta'^2+k_{xy}\kappa^2\theta^2\big)dz+\sum\frac{[\theta]^2}{R}+\sum_{faces}h\theta^2 .$$

For the true profile the integrand equals $-q\theta'-q'\theta=-(q\theta)'$. Each layer thus contributes $q\theta$ at its inner face minus $q\theta$ at its outer face. Each interface term is $Rq^2=q(\theta_{in}-\theta_{out})$, which joins neighbouring layers, and each outer face supplies $h\theta^2=q\theta$. Everything cancels except the values at the heat plane, so $J_\kappa=Y_{up}+Y_{down}$.

Now add a change $\eta$ that vanishes at the heat plane. The same integration, with one factor $\theta$ replaced by $\eta$, turns the cross term into $2(q_{up}+q_{down})\eta$ at the heat plane, which is zero. Hence $J_\kappa[\theta+\eta]=J_\kappa[\theta]+J_\kappa[\eta]\ge J_\kappa[\theta]$, and the true profile is the minimizer. If $\kappa_1<\kappa_2$ have true profiles $\theta_1,\theta_2$, then

$$J_{\kappa_1}[\theta_1]\le J_{\kappa_1}[\theta_2]<J_{\kappa_2}[\theta_2].$$

The total admittance rises and $G$ falls.

Let $W_P$ be the sum of the retained weights $w_pw_r$. Every omitted mode has $|p|$ or $|r|$ of at least $P+1$, and therefore a wavenumber no smaller than

$$\kappa_{edge}=\min\Big\{\frac{\pi[2N_x(P+1)-m]}{L_x},\ \frac{\pi[2N_y(P+1)-n]}{L_y}\Big\}.$$

Since all terms are positive,

$$0\le\Lambda_{mn}-\Lambda^{(P)}_{mn}\le(1-W_P)\,G(\kappa_{edge}).$$

No entry of a two-dimensional basis vector exceeds $2/\sqrt{N_xN_y}$ in size. Multiplying this number by the sum of $|\mathrm{DCT}(f)|$ times the bound gives a guaranteed limit on the temperature error of any pixel.

The missing weight falls as $1/P$. If layers adjoin the heat plane, $G$ falls as $1/\kappa$, so the error falls as $1/P^2$. If resistive interfaces adjoin it on both sides, each $Y$ saturates at $1/R$, $G$ tends to a constant, and the error falls as $1/P$.

Monotonicity also fixes the sign of the direct scheme's fault. The index $(m,n)$ has the smallest wavenumber of its family, and $\Lambda$ is a weighted mean over the family, so $\Lambda_{mn}\le G(\kappa_{mn})$. One mode per coefficient therefore makes no coefficient of the map too small in size. The mean, set by $\Lambda_{00}=G(0)$, is still right, so if some pixels come out too hot, others come out too cold.

The pixel formula, the truncation bound and the sign of the direct scheme's fault were tested on a slab of unit thickness and conductivity, using a time integral of diffusion from image sources that involves neither cosines nor transfer matrices. The largest $\Lambda$ is 1. The largest truncation error was 0.0022 at $P=3$ and 0.00018 at $P=12$, within the bound for each coefficient. The direct scheme's $G(\kappa_{mn})$ exceeded $\Lambda_{mn}$ by up to 0.117.

A layered stack with anisotropy and interface resistances was compared with a three-dimensional finite-volume solution, at the heat plane and the top face. Relative to the peak rise, the largest difference was 2.9% with four cells per pixel width, 0.9% with eight, and 0.25% after extrapolation assuming a second-order mesh error.

## A package with two hot regions

The example uses round model parameters. The area is 12.8 mm × 9.6 mm = 122.88 mm², with 128 × 96 pixels of 100 µm. Above the heat plane are a die, a resistive interface and a lid; below it are wiring, a bump layer and a substrate. Their values are listed in the numerical output. A uniform 10 W is joined by 12 W in a 2.4 mm × 1.6 mm block and 2 W in a 0.8 mm × 0.8 mm spot.

The mean rise needs mode $(0,0)$ alone. In mm² K/W the upward resistances are

$$100+4.167+5+5=114.167,$$

for cooling, die, interface and lid. Downward the sum is $50000+5+40+2000=52045$. In parallel they give $G(0)=113.917$. The mean flux is $24/122.88=0.19531$ W/mm², so the mean rise is $0.19531\times113.917=22.25$ K. The upward share of the heat is $52045/(52045+114.167)=99.78\%$.

Finer patterns meet much less impedance:

- Mode $(8,6)$ has $G=3.049$ and $\Lambda=3.030$ mm² K/W, a difference of 0.6%.
- Mode $(64,48)$ has $G=0.362$ and $\Lambda=0.273$ mm² K/W (0.272 when cut at $P=4$), so the direct scheme is 33% too high. Here $Y_{up}=2.666\times10^6$ W/(m² K) equals $\kappa k=22214\times120$ to the digits shown: this mode dies out inside the die, and neither lid nor cooling affects it.

The peak pixel mean is 45.1 K, in a pixel touching the centre of the block. The small spot reaches 30.2 K, although its flux, 321 W/cm², is the same. Flux alone therefore does not rank hot spots. The wider block carries six times the added power and puts more weight into small wavenumbers, where $G$ is large.

At the heat plane the map spans 19.3 to 45.1 K, a range of 25.8 K. At the top face it spans 17.8 to 22.8 K, a range of 5.0 K. The ratios $\theta_{out}/\theta_{in}$ have removed most of the pattern, so a top-face map is a poor guide to the contrast below it.

With $P=4$ the guaranteed truncation error is 0.016 K, and the largest change of any pixel on going to $P=8$ was about 0.0007 K. The direct scheme gives nearly the same peak, 0.02 K higher, but elsewhere its map differs from the pixel means by up to 0.15 K; from the exact temperatures at the pixel centres it differs by up to 0.07 K. Doubling the pixel width changes the block averages by 0.0015 K with $\Lambda$, against 0.20 K without it. For the peak alone the shortcut would do here; for the mean temperature of every pixel to within a tenth of a kelvin it would not. Such precision has meaning only inside the model: a die conductivity 5% lower raises the peak by 0.8 K, and the conductivity of silicon near room temperature changes by roughly 10% over the 26 K span of this map.

## Cost and limits

For a given package and pixel grid, $\Lambda$ is built once, from $(2P+1)^2=81$ passes through the layer recursion at $P=4$. Each new power map then costs one forward and one inverse transform. A thicker layer costs nothing extra, and an additional layer adds one step to the recursion.

The scheme rests on the modes staying separate. A lid wider than the die breaks this, because the die's cosines are not the lid's modes. So does a conductivity that varies laterally, such as a patterned field of vias: its product with one cosine contains others. Replacing the via field by a uniform anisotropic layer restores the method, but that is a separate approximation, not assessed here. Conductivities that depend on temperature make the problem nonlinear, and superposition of modes is lost.

## Computed results

```
TESTS (first three groups in dimensionless units)
recursion vs matrix exponential, max rel. error: 1.0e-15
face/source ratio at kappa=40, true: 4.497e-31
same ratio by outward marching: 0.000e+00
heat-kernel test P=3: max error 2.23e-03, max bound 4.74e-03
heat-kernel test P=12: max error 1.79e-04, max bound 3.90e-04
largest Lambda in that test: 1.0000
largest excess of one-mode shortcut: 0.1171
finite volume, max error / peak (4, 8 cells per pixel, extrapolated):
  2.912 %, 0.917 %, 0.252 %
EXAMPLE INPUT
area 12.8 mm x 9.6 mm, pixels 128 x 96, P = 4
up: die, d = 0.500 mm, k_xy = 120.0, k_z = 120.0 W/(m K)
up: interface, R = 5.0 mm^2 K/W
up: lid, d = 2.000 mm, k_xy = 400.0, k_z = 400.0 W/(m K)
down: wiring, d = 0.010 mm, k_xy = 20.0, k_z = 2.0 W/(m K)
down: bump layer, d = 0.080 mm, k_xy = 0.5, k_z = 2.0 W/(m K)
down: substrate, d = 1.000 mm, k_xy = 20.0, k_z = 0.5 W/(m K)
h_up = 10000, h_down = 20 W/(m^2 K)
total power: 24.00 W
block: x 2.0-4.4 mm, y 1.6-3.2 mm, flux 320.64 W/cm^2
spot: x 9.0-9.8 mm, y 6.0-6.8 mm, flux 320.64 W/cm^2
background flux: 8.138 W/cm^2
EXAMPLE RESULTS (rises above ambient)
series resistance up 114.167, down 52045.0 mm^2 K/W
mode (0,0): kappa = 0.0 1/m, Y_up = 8759.1, Y_down = 19.214 W/(m^2 K)
  G = 113.91678, Lambda = 113.91678 mm^2 K/W
mode (8,6): kappa = 2776.8 1/m, Y_up = 3.1998e+05, Y_down = 8002.4 W/(m^2 K)
  G = 3.04899, Lambda = 3.03003 mm^2 K/W
mode (64,48): kappa = 22214.4 1/m, Y_up = 2.6657e+06, Y_down = 1.0018e+05 W/(m^2 K)
  G = 0.36154, Lambda = 0.27219 mm^2 K/W
mean rise: 22.249 K; minimum: 19.267 K
peak rise: 45.085 K at x = 3.15 mm, y = 2.35 mm
peak rise inside small spot: 30.190 K
top face: peak 22.806 K, minimum 17.768 K
heat leaving through top: 99.781 %
guaranteed truncation error: 0.01588 K
largest change from P=4 to P=8: 0.000706 K
shortcut: peak 45.106 K, max map error 0.1534 K
pixel-doubling mismatch: folded 0.001474 K, shortcut 0.2021 K
largest gamma*d: 2526; exp overflows at 709.8
```
